# Why a Lossy Sphere Spinning in Cold Vacuum Radiates and Slows

If the emission of a cold rotating particle is calculated from its loss at the laboratory frequency and a zero-temperature Bose factor, the answer is zero: no photons, no torque, no heating. That answer is wrong for a lossy body. Its material responds at the frequency seen in the rotating frame, which can be negative for a positive-frequency wave outside. The wave is then amplified, and the same process acting on vacuum produces photons at the expense of rotation.

We treat a homogeneous, isotropic sphere of radius $a$, rotating at $\Omega>0$ about $z$, with $x_\Omega=\Omega a/c\ll1$. Sphere and surrounding field are at $T=0$ until stated otherwise. SI units and the time factor $e^{-i\omega t}$, $\omega>0$, are used.

## Which modes change sign

A wave with azimuthal number $m$ varies as $e^{i(m\phi-\omega t)}$. A point fixed in the material has $\phi=\phi'+\Omega t$, so it sees
$$e^{i[m\phi'-(\omega-m\Omega)t]},\qquad \nu=\omega-m\Omega .$$
Negative $\nu$ requires $m>0$ and $\omega<m\Omega$. Being below the rotation frequency is therefore insufficient: the wave must also co-rotate. For the dipole wave $m=+1$ the window is $0<\omega<\Omega$.

The sphere's response follows from charge transport. Let its permittivity have a constant background $\epsilon_b$ and its conductivity be $\sigma$. A uniform applied field $\mathbf E_0$ produces a uniform internal field $\mathbf E_{in}$ and free surface charge $\mathbf S\cdot\hat{\mathbf n}$. Rotation carries this charge round while conduction feeds it:
$$\dot{\mathbf S}=\boldsymbol\Omega\times\mathbf S+\sigma\mathbf E_{in}.$$
For a co-rotating field, $E_-=E_x-iE_y\propto e^{-i\omega t}$. Since $(\boldsymbol\Omega\times\mathbf S)_-=-i\Omega S_-$,
$$-i(\omega-\Omega)S_-=\sigma E_{in,-},\qquad S_-=\frac{i\sigma}{\nu}E_{in,-}.$$

Write the dipole as $\mathbf p=4\pi\epsilon_0a^3\mathbf P$. Continuity of tangential field gives $\mathbf E_{in}=\mathbf E_0-\mathbf P$. The jump in normal displacement gives
$$E_0+2P=\epsilon_bE_{in}+S/\epsilon_0=\epsilon(\nu)E_{in},\qquad \epsilon(\nu)=\epsilon_b+\frac{i\sigma}{\epsilon_0\nu}.$$
Eliminating $E_{in}$,
$$P=\hat\alpha(\nu)E_0,\qquad \hat\alpha=\frac{\epsilon-1}{\epsilon+2}=1-\frac3{\epsilon+2}.$$
With $\gamma=\sigma/[\epsilon_0(\epsilon_b+2)]$, the imaginary part is
$$\operatorname{Im}\hat\alpha(\nu)=\frac{3\operatorname{Im}\epsilon}{|\epsilon+2|^2}=\frac{3}{\epsilon_b+2}\frac{\gamma\nu}{\nu^2+\gamma^2}.$$
It is odd in $\nu$: the material remains an ordinary absorber in its own frame, but its laboratory response changes sign. For $m=-1$ the same steps give $\nu=\omega+\Omega>0$.

## Why gain does not violate the second law

For a circular field of amplitude $E$, the electrical power delivered to the sphere is
$$W=\operatorname{Re}(E_-^*\dot p_-)=4\pi\epsilon_0a^3E^2\,\omega\operatorname{Im}\hat\alpha(\nu).$$
The torque $p_xE_y-p_yE_x$ is the imaginary part of $E_-^*p_-$. Including the opposite helicity,
$$\tau_z=4\pi\epsilon_0a^3E^2\,m\operatorname{Im}\hat\alpha(\nu).$$
Torque puts power $\Omega\tau_z$ into rotation. What remains is heat:
$$Q=W-\Omega\tau_z=4\pi\epsilon_0a^3E^2\,\nu\operatorname{Im}\hat\alpha(\nu)\ge0.$$
Below threshold, the field gains energy and the material still heats. Rotation pays for both.

A time integration of the charge equation tested this balance with $\Omega=\gamma=1$, $\epsilon_b=4$, $E=1$ and the factor $4\pi\epsilon_0a^3$ removed. At $\omega=0.5$, $m=+1$, it gave $W=-0.1000$, $\tau_z=-0.2000$ and $Q=0.1000$. At $\omega=1.5$ the power was $+0.3000$. For $\omega=0.5$, $m=-1$, it was $+0.1154$: the counter-rotating wave is absorbed, though it too brakes the sphere.

## From absorption coefficient to gain

Let $k=\omega/c$ and let $S_1$ be the ratio of outgoing to incoming dipole-wave amplitude. A rotating dipole of amplitude $p$ radiates $\omega^4p^2/(6\pi\epsilon_0c^3)$. Its own field must supply the opposite work, so the part of that field out of phase with $p$ is $ik^3p/(6\pi\epsilon_0)$. The time-reversed, incoming wave has the opposite sign. Their difference is regular at the origin, where its field is
$$E_0=\frac{ik^3p'}{3\pi\epsilon_0},$$
with $p'$ labelling the amplitude of its outgoing half. The induced dipole $4\pi\epsilon_0a^3\hat\alpha E_0$ adds to $p'$, hence
$$S_1=1+\frac{4i}{3}(ka)^3\hat\alpha(\nu).$$
To leading order in size,
$$|S_1|^2-1=-\frac83\left(\frac{\omega a}{c}\right)^3\operatorname{Im}\hat\alpha(\omega-\Omega).$$
This is positive for $0<\omega<\Omega$.

The omitted term of order $(ka)^6|\hat\alpha|^2$ must not be kept alone. Adding the dipole's self-field replaces $\hat\alpha$ by $\hat\alpha/(1-iy\hat\alpha)$, with $y=2(ka)^3/3$, so that $S_1=(1+iy\hat\alpha)/(1-iy\hat\alpha)$. If $\hat\alpha$ is real, $|S_1|=1$: without loss this channel has no gain.

## Why vacuum is enough

Classical gain needs an incident wave; photon creation needs the quantum coupling. Define $\mathcal E=(E_x-iE_y)/\sqrt2$ and $\mathcal D=(p_x-ip_y)/\sqrt2$. The transverse interaction is $-(\mathcal E^\dagger\mathcal D+\mathcal D^\dagger\mathcal E)$. Expand
$$\mathcal E=\sum_jf_j(a_j+b_j^\dagger),\qquad \mathcal D=e^{-i\Omega t}\sum_kg_k(c_k+d_k^\dagger).$$
Here $a,b$ remove photons with $m=+1,-1$, while $c,d$ remove material excitations of positive body frequency $\nu_k$. The prefactor rotates the body dipole into the laboratory. The product $\mathcal E^\dagger\mathcal D$ contains
$$f_jg_k\,a_j^\dagger d_k^\dagger e^{i(\omega_j+\nu_k-\Omega)t}.$$
It creates a photon and a material excitation together, resonantly when $\omega+\nu_k=\Omega$. No initial quantum is needed.

The rate requires two spectral densities.

- **Field.** The vacuum energy density per unit frequency is $(\hbar\omega/2)\omega^2/(\pi^2c^3)$ and equals $\epsilon_0\langle E^2\rangle_\omega$, because electric and magnetic halves are equal. One Cartesian component, and hence $\sum f_j^2$ per unit frequency, is
$$F(\omega)=\frac{\hbar\omega^3}{6\pi^2\epsilon_0c^3}.$$
- **Material.** Let $D(\nu)$ be $\sum g_k^2$ per unit frequency. In a non-rotating sphere, a classical field of circular amplitude $E$ excites material quanta at the golden-rule rate $(2\pi/\hbar^2)D(\nu)E^2/2$. Multiplying by $\hbar\nu$ and equating to $4\pi\epsilon_0a^3E^2\nu\operatorname{Im}\hat\alpha$ gives
$$D(\nu)=4\hbar\epsilon_0a^3\operatorname{Im}\hat\alpha(\nu),$$
which is the zero-temperature fluctuation–dissipation relation.

The golden rule for pair creation now gives
$$\frac{d\Gamma}{d\omega}=\frac{2\pi}{\hbar^2}F(\omega)D(\Omega-\omega)
=\frac{4}{3\pi}\left(\frac{\omega a}{c}\right)^3\operatorname{Im}\hat\alpha(\Omega-\omega)
=\frac{|S_1|^2-1}{2\pi}.$$
Thus the photon rate is
$$\Gamma=\int_0^\Omega\frac{d\omega}{2\pi}(|S_1|^2-1).$$
Each photon carries away $\hbar$ of angular momentum, so the torque is $-\hbar\Gamma$. Rotation loses $\hbar\Omega$ per event: $\hbar\omega$ leaves as light and $\hbar(\Omega-\omega)$ becomes heat.

This conclusion was tested by evolving the coupled operators of 75 field frequencies in both helicities and 150 material frequencies in both helicities, without inserting an emission rate. With $\Omega=\hbar=1$, $\operatorname{Im}\hat\alpha\propto\nu$ and weak coupling, the $m=+1$ rate was $2.123\times10^{-6}$, against $2.122\times10^{-6}$ from the formula. Relative to that rate, the growth of $m=-1$ photons and the growth without rotation were both a few parts in $10^6$ in magnitude.

## How the rate scales

When $\Omega\ll\gamma$, $\operatorname{Im}\hat\alpha(\nu)\simeq3\epsilon_0\nu/\sigma$. Since $\int_0^\Omega\omega^3(\Omega-\omega)d\omega=\Omega^5/20$,
$$\Gamma=\frac{x_\Omega^3}{15\pi}\frac{3\epsilon_0\Omega}{\sigma}\Omega .$$
The spectrum peaks at $3\Omega/4$. The energy integral is $\int_0^\Omega\omega^4(\Omega-\omega)d\omega=\Omega^6/30$, so the mean photon energy is $(1/30)/(1/20)=2/3$ of $\hbar\Omega$. One third of the lost energy becomes heat; the operator evolution gave shares of 0.667 and 0.334.

In the opposite limit, $\Omega\gg\gamma$, put $v=(\Omega-\omega)/\Omega$ and $g=\gamma/\Omega$. The required integral is
$$\int_0^1\frac{(1-v)^3v}{v^2+g^2}dv\simeq\ln\frac1g-3+\frac32-\frac13,$$
and therefore
$$\Gamma\simeq\frac{4\gamma}{\pi(\epsilon_b+2)}x_\Omega^3\left[\ln\frac{\Omega}{\gamma}-\frac{11}{6}\right].$$
Too much conductivity screens the interior; too little leaves little dissipation. At fixed $\Omega$ and $\epsilon_b$, electric-dipole emission is strongest at $\gamma\approx0.175\,\Omega$. The logarithmic formula is not accurate there: it is 2% low at $\gamma=0.01\Omega$ and already 45% low at $\gamma=0.1\Omega$. Since $\operatorname{Im}\hat\alpha\le3/[2(\epsilon_b+2)]$ in this model, an upper bound is $\Gamma\le x_\Omega^3\Omega/[2\pi(\epsilon_b+2)]$.

For $\Omega\ll\gamma$, let $u=\Omega/\Omega_0$, let $I$ be the moment of inertia and let $\tau=I\Omega_0/(\hbar\Gamma_0)$, where subscript zero marks initial values. Then $I\dot\Omega=-\hbar\Gamma$ becomes $\dot u=-u^5/\tau$, so $d(u^{-4})/dt=4/\tau$ and
$$\Omega(t)=\Omega_0(1+4t/\tau)^{-1/4}.$$
Halving the spin takes $15\tau/4$.

## How large it is for a levitated nanosphere

Take $a=50$ nm, $\Omega/2\pi=1$ GHz, $\sigma=10$ S/m, $\epsilon_b=4$ and density 2000 kg/m³. These are round model values, and the conductivity is assumed to stay constant down to $T=0$. Then $x_\Omega=1.048\times10^{-6}$ and $\gamma=1.88\times10^{11}$ s⁻¹, about 30 times $\Omega$.

| Wave, $m=+1$ | Body frequency | $\lvert S_1\rvert^2-1$ |
|---|---|---|
| 0.25 GHz | −0.75 GHz | $+6.00\times10^{-22}$ |
| 0.50 GHz | −0.50 GHz | $+3.20\times10^{-21}$ |
| 0.75 GHz | −0.25 GHz | $+5.40\times10^{-21}$ |
| 1.25 GHz | +0.25 GHz | $-2.50\times10^{-20}$ |

The last two rows have equal $|\operatorname{Im}\hat\alpha|$; their magnitudes differ through $\omega^3$. At 0.25, 0.75 and 1.25 GHz, the small-sphere formula agreed with full Mie scattering to within one part in $10^6$, with the permittivity taken at the body frequency. This tests the size expansion, not relativistic corrections from motion.

With $3\epsilon_0\Omega/\sigma=3\Omega/[(\epsilon_b+2)\gamma]=0.0167$,
$$\Gamma\simeq\frac{(1.048\times10^{-6})^3(0.0167)(6.283\times10^9)}{15\pi}\,\mathrm{s^{-1}}
=2.56\times10^{-12}\,\mathrm{s^{-1}}.$$
That is one photon per $1.24\times10^4$ years on average. Radiated power is $1.13\times10^{-36}$ W and heating $5.7\times10^{-37}$ W. The spin angular momentum is $6.24\times10^{10}\hbar$, so $\tau=6.24\times10^{10}/(2.56\times10^{-12})=2.44\times10^{22}$ s. Halving the spin would take $9.1\times10^{22}$ s, or $2.9\times10^{15}$ years. Changing the conductivity cannot rescue the example: at this $\epsilon_b$, radius and spin, the electric-dipole bound is $1.9\times10^{-10}$ s⁻¹, and magnetic-dipole emission stays below that value for any constant local conductivity.

## What masks it, and what to do

**Temperature.** Let $n(\omega)=1/(e^{\hbar\omega/k_BT}-1)$. Above threshold, exchange with the material gives net emission proportional to $n(\nu)-n(\omega)$. Below it, pair creation minus its reverse gives $[1+n(\omega)][1+n(|\nu|)]-n(\omega)n(|\nu|)=1+n(\omega)+n(|\nu|)$. Because $n(-\nu)=-1-n(\nu)$, both cases are
$$\frac{d\Gamma_m}{d\omega}=\frac{1-|S_m|^2}{2\pi}[n(\omega-m\Omega)-n(\omega)],$$
and the braking torque is $\hbar\sum_m m\Gamma_m$. At $k_BT=0.5\hbar\Omega$, the operator evolution gave a torque within 0.1% of this formula when both were restricted to field frequencies below $1.5\Omega$. This tests the exchange law in that band; the full thermal torque, including higher frequencies, is about five times larger.

The vacuum contribution is not isolated merely by cooling below $\hbar\Omega/k_B=48$ mK. Near $\omega=\Omega$, thermal material excitations on both sides of threshold add $2\int_0^\infty\nu\,n(\nu)d\nu=\pi^2(k_BT/\hbar)^2/3$, weighted by $\Omega^3$. Relative to $\Omega^5/20$, this is $(20\pi^2/3)(k_BT/\hbar\Omega)^2$, which reaches one near 5.9 mK. The full integral puts the doubling of torque at 5.4 mK. At 300 K the model's thermal torque is $11.8\,\hbar$/s, $4.6\times10^{12}$ times the zero-temperature value.

**Gas.** For molecules of mass $M$ that leave co-moving with the surface, the impact flux is $(p_g/k_BT)\bar v/4$, where $p_g$ is pressure and $\bar v=\sqrt{8k_BT/(\pi M)}$. Each molecule removes angular momentum $M\Omega a^2\sin^2\theta$. Integrating over the surface supplies $8\pi a^2/3$, so
$$|\tau_{gas}|=\frac{2\pi}{3}p_g\sqrt{\frac{8M}{\pi k_BT}}\,a^4\Omega .$$
At $10^{-6}$ Torr, 300 K and 28 u, this is $5.6\times10^8\hbar$/s and the spin falls to $1/e$ of its initial value in 112 s. At the same gas temperature, pressure would have to fall by a factor of about $2\times10^{20}$ for gas drag to match the vacuum torque.

**Built-in dipoles.** A body-fixed net dipole $p$ perpendicular to the axis radiates classically, with torque $p^2\Omega^3/(6\pi\epsilon_0c^3)$. For 1 e·nm it exceeds the vacuum torque by a factor of 5200. Equality requires $1/\sqrt{5200}$, or about 0.014 e·nm. In this example, a line at $\Omega$ points to a body-fixed dipole, electric or magnetic: a magnetic moment of about 72 Bohr magnetons perpendicular to the axis would also match the vacuum torque. By contrast, vacuum emission in the electric-dipole channel is here a broad continuum below $\Omega$. This distinction fades for a poor conductor: at $\gamma=0.001\,\Omega$ the vacuum spectrum peaks at $0.999\,\Omega$, with 85% of its photons above $0.9\,\Omega$, and slow thermal charge fluctuations also radiate in a narrow band around $\Omega$.

**Other channels.** Quadrupole emission, which extends to $2\Omega$, adds $2.8\times10^{-12}$ of the dipole photon rate. Magnetic emission adds $3.9\times10^{-10}$ here but matters for metals. An oscillating field $B$ induces an azimuthal field $\nu Br\sin\theta/2$; its Joule power is $\pi\sigma\nu^2B^2a^5/15$. Equating this to $2\pi a^3\nu B^2\operatorname{Im}\hat\alpha_M/\mu_0$ gives $\operatorname{Im}\hat\alpha_M=\mu_0\sigma\nu a^2/30$. The magnetic-to-electric ratio therefore grows as $\sigma^2$, reaching one near $5\times10^5$ S/m at this radius. For better conductors, start with the magnetic channel. The loss formula above, and the $\sigma^2$ growth, hold only while the field penetrates the sphere; beyond that, use the full magnetic response.

**Static stray fields.** A static field perpendicular to the axis is the limit $\omega=0$: the material sees it at frequency $\Omega$ and brakes, with all the lost rotational energy becoming heat. The electric torque has magnitude $4\pi\epsilon_0a^3E^2\operatorname{Im}\hat\alpha(\Omega)$. In the example, 1 V/m gives $2.2\,\hbar$/s, about $9\times10^{11}$ times the vacuum torque; equality requires only 1.1 µV/m. The magnetic torque is $4\pi a^3B^2\operatorname{Im}\hat\alpha_M(\Omega)/\mu_0$. A field of 50 µT, similar to the Earth's, gives $0.195\,\hbar$/s, and equality requires 0.18 nT.

**Material and apparatus.** The radius and spin are in the rough range of optically levitated nanospheres. Silica, a common choice there, is an insulator, so 10 S/m is far from typical for it. For such a dielectric, replace the conductive response by its measured complex permittivity. With an assumed constant $\epsilon=4+0.004i$ at positive frequency, $\operatorname{Im}\hat\alpha\simeq3.3\times10^{-4}$ and $\Gamma=x_\Omega^3\Omega\operatorname{Im}\hat\alpha/(3\pi)\simeq2.6\times10^{-13}$ s⁻¹, ten times below the example.

For a conductor with mobility 1 cm²/Vs, the example contains about 330 carriers and has a 3 nm screening length at 300 K; a drift–diffusion estimate then puts the dipole loss 15% below that of a sharp surface-charge layer. The zero-temperature example is not a prediction for such a particle. With the free-electron mass, 330 carriers would have a mean level spacing near 11 µeV, above $\hbar\Omega=4.1$ µeV, and so low a mobility points to localized carriers. Constant ohmic loss cannot be assumed there. Real infrared absorption likewise changes the 300 K torque, so neither regime should be inferred from one constant conductivity. The centrifugal stress scale, density times $(\Omega a)^2$, is 197 MPa. The peak tension in a solid elastic sphere is about 0.4 of this for Poisson ratios of 0.17 to 0.3, or 70 to 80 MPa, so strength is a design constraint. A trapping laser adds torque and heat that this free-sphere calculation omits. With the example's constants, circularly polarized light of $10^{11}$ W/m² at 1550 nm would exert about $4\times10^{11}\,\hbar$/s, one $\hbar$ per absorbed photon. The roughly $7\times10^{12}$ photons scattered per second keep their angular momentum about the beam axis and exert no torque on an isotropic sphere. The absorbed part alone is about $10^{23}$ times the vacuum value, so even a minute imbalance between the two circular polarizations outweighs the vacuum torque.

For practical calculations, evaluate both material loss and material occupation at $\omega-m\Omega$, while keeping field occupation at $\omega$. Then compare the resulting torque with those from gas, thermal radiation, fixed dipoles, static stray fields and any trapping laser before assigning any observed slowing to vacuum. The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
Convected-charge test, spin = 1, relaxation rate = 1 (dimensionless)
  w=0.5 m=+1: absorbed power -0.1000, torque -0.2000, heat 0.1000
  w=1.5 m=+1: absorbed power +0.3000, torque +0.2000, heat 0.1000
  w=0.5 m=-1: absorbed power +0.1154, torque -0.2308, heat 0.3462
Many-mode quantum evolution, spin = 1, hbar = 1 (dimensionless)
  m=+1 photon rate: evolution 2.1234e-06, formula 2.1221e-06
  m=-1 photon rate / formula rate: -2.6e-06
  m=+1 photon rate without spin / formula rate: -1.3e-06
  share of lost energy: photons 0.6672, heat 0.3335
  torque/hbar at kT=0.5: evolution 3.4323e-05, formula 3.4326e-05
Example sphere
  radius 50 nm, spin 1.0 GHz, Omega 6.2832e+09 rad/s
  conductivity 10 S/m, eps_b 4, density 2000 kg/m^3
  Omega a/c 1.0479e-06, charge relaxation rate 1.8823e+11 1/s
  hbar Omega 4.1357 ueV, hbar Omega/kB 47.99 mK
  f=0.25 GHz: body f -0.75 GHz, Im alpha -1.251e-02, |S|^2-1 +5.998e-22
  f=0.50 GHz: body f -0.50 GHz, Im alpha -8.343e-03, |S|^2-1 +3.200e-21
  f=0.75 GHz: body f -0.25 GHz, Im alpha -4.172e-03, |S|^2-1 +5.401e-21
  f=1.25 GHz: body f +0.25 GHz, Im alpha +4.172e-03, |S|^2-1 -2.501e-20
  photon rate 2.5604e-12 1/s; ohmic formula 2.5608e-12 1/s
  mean time between photons 1.238e+04 years
  radiated power 1.131e-36 W, heating 5.655e-37 W
  braking torque 2.700e-46 N m, moment of inertia 1.047e-33 kg m^2
  spin angular momentum 6.239e+10 hbar
  tau 2.437e+22 s, time to half spin 9.137e+22 s = 2.897e+15 years
Neglected effects (torques in hbar/s)
  quadrupole / dipole photon rate 2.81e-12
  magnetic / electric dipole photon rate 3.94e-10
  thermal torque at 300 K 1.179e+01; over T=0 torque 4.61e+12
  total torque is twice the T=0 value at 5.40 mK
  gas torque at 1e-06 Torr, 300 K, 28 u: 5.559e+08
  spin decay time in this gas 1.122e+02 s
  torque from fixed dipole 1 e nm: 1.343e-08; over T=0 torque 5.24e+03
  centrifugal stress scale 197 MPa
  at mobility 1 cm2/Vs: 327 carriers, screening length 3.03 nm at 300 K
```
